# Why rms height and correlation length do not fix roughness scattering

Someone computing the resistivity of a thin copper film has to enter a surface. The usual description consists of two numbers, the rms height $\Delta$ and the correlation length $\xi$, but the scattering rate needs a whole function, the height correlation. The practical decision is whether to spend effort on finding that function or to take a Gaussian because it is convenient. The answer depends on which scattering process the calculation needs, and for one process the choice changes the computed rate by 76 powers of ten.

## The belief and its good side

The belief is that $\Delta$ and $\xi$ fix roughness scattering, the first saying how strong the disturbance is and the second over what distance it varies. Let $h(\mathbf r)$ be the surface height, with zero mean, and let

$$C(r)=\langle h(0)h(\mathbf r)\rangle,\qquad S(q)=\int d^2r\,C(r)\,e^{-i\mathbf q\cdot\mathbf r}.$$

With $h(\mathbf q)=\int d^2r\,h\,e^{-i\mathbf q\cdot\mathbf r}$ and surface area $A$, this means $\langle|h(\mathbf q)|^2\rangle=A\,S(q)$. Two common choices are

$$C_G=\Delta^2e^{-r^2/\xi^2},\qquad C_E=\Delta^2e^{-r/\xi}.$$

Both equal $\Delta^2$ at the origin and $\Delta^2/e$ at $r=\xi$. Inverting the transform at $r=0$ gives $\int d^2q\,S/(2\pi)^2=\Delta^2$ for both. Their values at $q=0$, found by integrating $C$ over the plane, are $\pi\Delta^2\xi^2$ and $2\pi\Delta^2\xi^2$. So for long waves the two numbers do set the scale, and the shape contributes a factor of two. The error lies in carrying this over to $q\xi\gg1$.

## How an electron feels the wall

Take free electrons of mass $m_e$ between hard walls, one smooth at $z=0$ and one rough at $z=L+h(\mathbf r)$. The flat film has the states

$$\phi_{n\mathbf k}=\sqrt{\frac{2}{LA}}\,\sin(k_nz)\,e^{i\mathbf k\cdot\mathbf r},\qquad k_n=\frac{n\pi}{L}.$$

Let $\psi$ be a state of the rough film with energy $E$, and $\phi$ a flat-film state with energy $E_\phi$. Green's identity over the flat film, with $\phi=0$ at $z=L$, reads

$$\int d^3r\,(\phi^*\nabla^2\psi-\psi\nabla^2\phi^*)=-\int d^2r\,\psi\,\partial_z\phi^*\big|_{L}.$$

The left side is $-(2m_e/\hbar^2)(E-E_\phi)\langle\phi|\psi\rangle$. On the right, $\psi(L+h)=0$ gives $\psi(L)\simeq-h\,\partial_z\psi(L)$ to first order. Therefore

$$(E-E_\phi)\langle\phi|\psi\rangle=-\frac{\hbar^2}{2m_e}\int d^2r\,h\,\partial_z\phi^*\,\partial_z\psi\big|_{L}.$$

For a perturbation $V$ the left side would equal $\langle\phi|V|\psi\rangle$, so the right side defines the coupling. Since $\partial_z\phi_n(L)=\sqrt{2/(LA)}\,k_n(-1)^n e^{i\mathbf k\cdot\mathbf r}$,

$$V_{m\mathbf k',n\mathbf k}=-(-1)^{n+m}\frac{\hbar^2k_nk_m}{m_eL}\,\frac{h(\mathbf k'-\mathbf k)}{A}.$$

The sign is right: a uniform outward shift $h>0$ lowers $\hbar^2k_n^2/2m_e$ by $\hbar^2k_n^2h/(m_eL)$, as widening the film must. The off-diagonal size was tested on a corrugated film with $\hbar=m_e=L=1$ and $h=0.001\cos4x$. This corrugation has Fourier amplitude $0.0005$ and couples a degenerate pair from subbands 1 and 2, so the gap should be $2\times\pi\times2\pi\times0.0005$. A direct solution of the boundary condition gave 0.99998 of that.

The golden rule needs $|V|^2$ averaged over surfaces and summed over final states. With $\sum_{\mathbf k'}=A\int k'dk'd\varphi/(2\pi)^2$ and $k'dk'=(m_e/\hbar^2)\,dE'$, the rate per unit angle $\varphi$ between $\mathbf k$ and $\mathbf k'$ is

$$\Gamma_{nm}(\varphi)=\frac{2\pi}{\hbar}\,\frac{\hbar^4k_n^2k_m^2}{m_e^2L^2}\,\frac{m_e}{4\pi^2\hbar^2}\,S(q)=\frac{\hbar\,k_n^2k_m^2}{2\pi m_eL^2}\,S(q).$$

At this order the surface enters through $S(q)$ alone, so for a given transition the ratio of two rates is the ratio of two spectra.

Direct reversal in subband $n$ has $q=2\sqrt{k_F^2-k_n^2}$. This is always less than $2k_F$, much less in the high subbands, and it reaches $2k_F$ only in the limit $k_n\to0$, where the prefactor $k_n^4$ vanishes. "Backscattering at $2k_F$" is therefore shorthand for reversal in the lowest subband of a reasonably thick film.

## The two spectra

The Gaussian factorizes into $x$ and $y$. With $\mathbf q$ along $x$, completing the square gives

$$\int dx\,e^{-x^2/\xi^2-iqx}=\sqrt\pi\,\xi\,e^{-q^2\xi^2/4},\qquad \int dy\,e^{-y^2/\xi^2}=\sqrt\pi\,\xi,$$

so $S_G=\pi\Delta^2\xi^2e^{-q^2\xi^2/4}$.

For the exponential, start from the function $e^{-\kappa R}/(4\pi R)$ with $R=\sqrt{r^2+s^2}$. It solves $(-\nabla^2+\kappa^2)g=\delta^3$ in three dimensions, at height $s$ above the source. A Fourier transform in the plane turns this equation into $(-\partial_s^2+Q^2)\tilde g=\delta(s)$ with $Q=\sqrt{q^2+\kappa^2}$. The decaying solution is $e^{-Q|s|}/(2Q)$. Hence, for $s\ge0$,

$$\int d^2r\,\frac{e^{-\kappa R}}{R}\,e^{-i\mathbf q\cdot\mathbf r}=\frac{2\pi e^{-sQ}}{Q}.$$

Applying $-\partial/\partial\kappa$ to both sides, with $\partial Q/\partial\kappa=\kappa/Q$, gives

$$\int d^2r\,e^{-\kappa R}e^{-i\mathbf q\cdot\mathbf r}=\frac{2\pi\kappa(1+sQ)e^{-sQ}}{Q^3}.$$

Setting $s=0$ and $\kappa=1/\xi$ yields $S_E=2\pi\Delta^2\xi^2/(1+q^2\xi^2)^{3/2}$. With $x=q\xi$ the ratio is

$$\frac{S_E}{S_G}=\frac{2\,e^{x^2/4}}{(1+x^2)^{3/2}}.$$

The rms height has cancelled. At $x\to0$ the ratio is 2. Setting the derivative of its logarithm with respect to $x^2$ to zero, $\tfrac14=\tfrac32/(1+x^2)$, places a minimum of 0.475 at $x^2=5$. Beyond that the ratio grows without limit.

## Copper at a correlation length of one nanometre

A lattice constant of 0.361 nm with four electrons per cubic cell gives

$$k_F=\frac{(12\pi^2)^{1/3}}{0.361\ \text{nm}}=13.60\ \text{nm}^{-1}.$$

In a 10 nm film $k_1=0.314$ nm$^{-1}$, so $q=27.20$ nm$^{-1}$ against $2k_F=27.21$ nm$^{-1}$. For $\xi=1$ nm the Gaussian exponent is $27.2^2/4=185$. With $\Delta=0.02$ nm,

$$S_G=5.9\times10^{-84}\ \text{nm}^4,\qquad S_E=1.25\times10^{-7}\ \text{nm}^4,\qquad \frac{S_E}{S_G}=2\times10^{76}.$$

The two surfaces have equal $\Delta$ and equal $\xi$, so in this first-order continuum model the belief is refuted.

The number is also extremely sensitive. At the same $q$ the ratio is $6\times10^4$ for $\xi=0.3$ nm and 0.5 for $\xi=0.1$ nm. If the Gaussian is written as $e^{-r^2/2\xi^2}$, another convention, its exponent doubles and the ratio at 1 nm becomes $2\times10^{156}$. A Fermi wave number 5% smaller, a rough allowance for a Fermi surface that is not a sphere, raises $S_G$ by a factor of $7\times10^7$. Lowering the electron energy by $k_BT$ at 300 K doubles it. A quantity that behaves like this is no basis for a prediction.

## The cause is the shape near zero distance

The exponential correlation has a cusp, $C_E\simeq\Delta^2(1-r/\xi)$ near $r=0$. For $q\xi\gg1$ its spectrum becomes $2\pi\Delta^2/(\xi q^3)$, proportional to the slope of the cusp. At the copper value of $q$ this tail differs from the full $S_E$ by 0.2%. The Gaussian is smooth at the origin and has no such tail.

The explanation can be tested by rounding the cusp and changing little else. Take

$$C_s=\Delta^2\exp\!\big[-\kappa\big(\sqrt{r^2+s^2}-s\big)\big],\qquad \kappa=\frac{1}{\sqrt{\xi^2+s^2}-s},$$

where this $\kappa$ keeps $C_s(\xi)=\Delta^2/e$. By the transform above,

$$S_s=\Delta^2e^{\kappa s}\,\frac{2\pi\kappa(1+sQ)e^{-sQ}}{Q^3}.$$

For $s=0.2$ nm, $\kappa=1.22$ nm$^{-1}$ and $sQ=5.4$, and $S_s$ is 0.043 of $S_E$. Rounding the cusp over less than an atomic spacing, with $\Delta$ and the $1/e$ length fixed, has removed 96% of the rate. Keeping the $1/e$ length also makes the decay constant $\kappa$ 22% larger, but that alone would raise the tail, so the loss comes from the rounding. A value of $\xi$ does not contain this information.

## First order fails for the Gaussian

So small a first-order rate raises the question whether second order is larger. Consider a metal filling $z>h(\mathbf r)$, which isolates a single encounter with the wall. Write $h=\sum_{\mathbf p}h_{\mathbf p}e^{i\mathbf p\cdot\mathbf r}$ and

$$\psi=e^{i\mathbf k\cdot\mathbf r-ik_zz}+\sum_{\mathbf k'}R(\mathbf k')e^{i\mathbf k'\cdot\mathbf r+ik_z'z},\qquad k_z'=\sqrt{k_F^2-k'^2}.$$

Expand $\psi=0$ at $z=h$ in powers of $h$. Order zero gives $R_0=-1$ for the specular wave. At first order $-ik_zh+ik_zhR_0+R_1=0$, so

$$R_1(\mathbf k')=2ik_z\,h_{\mathbf k'-\mathbf k}.$$

At second order the terms $-\tfrac12k_z^2h^2(1+R_0)$ cancel, which leaves

$$R_2(\mathbf k')=-\sum_{\mathbf k_1}ik_{1z}h_{\mathbf k'-\mathbf k_1}R_1(\mathbf k_1)=2k_z\sum_{\mathbf k_1}k_{1z}\,h_{\mathbf k'-\mathbf k_1}h_{\mathbf k_1-\mathbf k}.$$

Both amplitudes were tested against a numerical solution for a shallow grating of amplitude 0.01 and wave number 0.9, in units with $k_F=1$, and agreed within 1%.

Now average the intensities for $\mathbf k'=-\mathbf k$, assuming that the heights are Gaussian-distributed, so that averages of four heights split into products of pairs. Two pairings contribute, the intermediate state $\mathbf k_1$ with itself and with $-\mathbf k_1$. Both have the same $|k_{1z}|$, which gives a factor of 2:

$$\frac{I_2}{I_1}=\frac{2}{S(2k)}\int\frac{d^2k_1}{(2\pi)^2}\,|k_{1z}|^2\,S(|\mathbf k_1+\mathbf k|)\,S(|\mathbf k_1-\mathbf k|).$$

For the Gaussian, $|\mathbf k_1+\mathbf k|^2+|\mathbf k_1-\mathbf k|^2=2k_1^2+2k^2$, and $k=q/2$. The product of spectra is then $\pi^2\Delta^4\xi^4e^{-q^2\xi^2/8}e^{-\xi^2k_1^2/2}$. The remaining weight $e^{-\xi^2k_1^2/2}$ integrates to $1/(2\pi\xi^2)$ after division by $(2\pi)^2$, and the mean of $k_1^2$ under it is $2/\xi^2$. Evanescent intermediate waves carry negligible weight here. Thus

$$\frac{I_2}{I_1}=\Delta^2\Big(k_F^2-\frac{2}{\xi^2}\Big)e^{q^2\xi^2/8}=0.073\,e^{92.5}=1\times10^{39}.$$

Two transfers of about $k_F$ each, through a state moving nearly along the normal, beat one transfer of $2k_F$ by 39 powers of ten. The interference of first and third order does not restore the balance: with paired heights, one of the three transfers must equal the full $\mathbf q$, so that term still carries the tiny $S_G(q)$. The first-order value is thus not the backscattering of the Gaussian model itself. Nor need second order be the last word, because $N$ equal transfers carry the exponent $q^2\xi^2/(4N)$.

For the exponential surface the same integral gives $I_2/I_1=0.08$. The interference term is of the same order in $\Delta$ and is not included, so 0.08 indicates the size of the correction, not its value.

## Atoms limit the contrast further

A wave number of 27 nm$^{-1}$ corresponds to a wavelength of 0.23 nm, shorter than the 0.255 nm between neighbouring atoms on Cu(001). A smooth $C(r)$ has no clear meaning there. As a simple alternative, let the height be constant over each square atomic column of side $a=0.255$ nm, with column heights $h_j$ at sites $\mathbf R_j$ still correlated by $C$. Then $h(\mathbf q)=a^2W(\mathbf q)\sum_jh_je^{-i\mathbf q\cdot\mathbf R_j}$, where

$$W=\frac{\sin(q_xa/2)}{q_xa/2}\,\frac{\sin(q_ya/2)}{q_ya/2}$$

is the average of the plane wave over one column. Squaring, averaging and dividing by $A$, with one column per area $a^2$, gives

$$S_{\text{step}}(\mathbf q)=a^2|W|^2\sum_{\mathbf R}C(R)e^{-i\mathbf q\cdot\mathbf R}=|W(\mathbf q)|^2\sum_{\mathbf G}S(|\mathbf q+\mathbf G|).$$

The last step is Poisson's sum rule, with $\mathbf G$ the reciprocal vectors of the surface lattice. The shortest has length 24.6 nm$^{-1}$, so a transfer of 27.2 nm$^{-1}$ along an atomic row folds back to 2.6 nm$^{-1}$, where a 1 nm Gaussian is still sizeable. The results are $2.1\times10^{-6}$ nm$^4$ for the Gaussian and $1.0\times10^{-6}$ nm$^4$ for the exponential. Their order has reversed, with a ratio of 0.5.

Along the diagonal each component of $\mathbf q$ is 19.2 nm$^{-1}$ and folds to 5.4 nm$^{-1}$ in size. The exponential then exceeds the Gaussian by a factor of $1\times10^4$. Between these two directions the factor does not change steadily: it stays between 0.5 and 0.9 within 5° of the row, peaks at about $4\times10^{13}$ near 27°, and falls again towards the diagonal. The correlation function still matters, but the contrast is set by direction and by the lattice, and $10^{76}$ is gone. Sharp-edged columns are themselves a model, so these values show how strongly atomic structure acts; they do not predict the scattering of real copper.

## What reaches the resistivity

Even the exponential surface reverses electrons of the lowest subband slowly. The prefactor $\hbar k_1^4/(2\pi m_eL^2)$ is $1.8\times10^9$ nm$^{-4}$ s$^{-1}$ per radian, and multiplied by $S_E$ it gives 220 s$^{-1}$ per radian. The total surface rate out of that subband is $2.1\times10^9$ s$^{-1}$ for both correlations, and the bulk rate, for a mean free path of 40 nm, is $3.9\times10^{13}$ s$^{-1}$. Direct reversal at nearly $2k_F$ has no visible influence on the current in this film. These rates belong to idealized sharp subbands: the bulk broadening $\hbar/\tau$, with $1/\tau$ the bulk rate, is 26 meV, more than the 11 meV between the two lowest subbands.

The current depends on all transitions among the 43 occupied subbands. Let the field shift the distribution in subband $n$ by an amount proportional to $g_n\cos\theta$, with $\theta$ the angle between $\mathbf k$ and the field. Electrons leave at the rate $1/\tau+\sum_m\int\Gamma_{nm}d\varphi$, where $1/\tau$ is the bulk rate. Those arriving from subband $m$ at relative angle $\varphi$ bring $g_m\cos(\theta+\varphi)$. The part with $\sin\varphi$ integrates to zero because $\Gamma_{nm}$ is even in $\varphi$. Bulk scattering is taken as isotropic and returns nothing on average. Dividing out $\cos\theta$,

$$g_n\Big(\frac1\tau+\sum_m\int\Gamma_{nm}\,d\varphi\Big)-\sum_mg_m\int\Gamma_{nm}\cos\varphi\,d\varphi=v_n,$$

with $v_n=\hbar\sqrt{k_F^2-k_n^2}/m_e$. Each subband has $m_e/(\pi\hbar^2)$ states per area and energy, and $\cos^2\theta$ averages to $\tfrac12$, so the conductivity is

$$\sigma=\frac{e^2m_e}{2\pi\hbar^2L}\sum_nv_ng_n.$$

With $k_F$, $L$ and $\tau$ held fixed, the resistivity is 1.672 µΩ cm for smooth walls, 1.676 for the Gaussian surface and 1.682 for the exponential one. The smooth-wall value lies above the bulk 1.643 µΩ cm because hard walls at fixed $k_F$ hold about 1.7% fewer electrons. The added parts, 0.004 and 0.010 µΩ cm, differ by a factor of 2.5. With sharp subbands they jump each time a new subband opens: between 9.9 and 10.2 nm they range over about 0.0035–0.0041 and 0.009–0.0105 µΩ cm, while their ratio stays near 2.5 to 2.6.

The surfaces differ so much less here than at $2k_F$ because every transition counts, not only reversal. To lowest order in the surface rates, $g_n$ in the surface terms of the balance is replaced by $\tau v_n$, and the surface lowers $\sum_nv_ng_n$ by

$$\tau^2\sum_{nm}\int\Gamma_{nm}\,(v_n^2-v_nv_m\cos\varphi)\,d\varphi=\frac{\tau^2\hbar^2}{2m_e^2}\sum_{nm}\int\Gamma_{nm}\,q^2\,d\varphi.$$

The equality follows from $\Gamma_{nm}=\Gamma_{mn}$, which allows $v_n^2$ to be replaced by $(v_n^2+v_m^2)/2$, and from $\hbar^2q^2/m_e^2=v_n^2+v_m^2-2v_nv_m\cos\varphi$. The total surface rate reaches $0.7/\tau$ in some subbands, yet this lowest-order form reproduces the added resistivities of the full solution within 1%. For a given pair of subbands, a transfer thus counts in proportion to $q^2S(q)$. Transfers below $5/\xi$ supply 99% of the added resistivity for the Gaussian but only 32% for the exponential. The rest comes from the tail of $S_E$, which is why the exponential surface adds 2.5 times as much. That tail depends on the cusp, and so does the factor: with the cusp rounded over $s=0.2$ nm as above, it falls to 2.1.

The total probability of diffuse scattering depends even less on the shape of $C$. The reason is easiest to see for a steep electron, one moving mostly along the normal. Multiplying $|R_1|^2$ by the flux ratio $k_z'/k_z$ and summing over final states gives

$$P=4k_z\int\frac{d^2k'}{(2\pi)^2}\,k_z'\,S(|\mathbf k'-\mathbf k|).$$

If $k_z'\simeq k_z$ over the width of $S$, this becomes $4k_z^2\Delta^2$, at most $4k_F^2\Delta^2=0.30$. The computed maxima are 0.29 and 0.26. The shape shows more clearly in how the scattering is spread over angles. In the lowest subband, transfers through more than 90° supply 16% of its surface momentum relaxation for the exponential and $10^{-20}$ for the first-order Gaussian.

## Beside a real film

The thickness and mean free path are rough typical values for a thin copper film. The rms height of 0.02 nm is very small. It corresponds to single-layer islands covering 1.2% of an otherwise flat Cu(001) surface, and it was chosen so that the expansion in height is usable. Even then a step of one atomic layer shifts the phase of a steep reflected electron, which crosses it twice, by about $2k_F\times0.18\ \text{nm}=4.9$, so real islands are not small, Gaussian-distributed heights for steep electrons. At an rms height of 0.3 nm, $k_F\Delta=4$ and the expansion fails. Scaling the added resistivities by $(0.3/0.02)^2=225$ would give about 1 and 2 µΩ cm, comparable with the bulk value. This suggests that the surface would no longer be a small correction, but it does not supply the correction. Grain boundaries and copper's real band structure are left out as well.

For the 10 nm film and the surface treated here, either correlation serves if an error of 0.01 µΩ cm is acceptable. The margin is small: at a thickness of 5 nm, with the same surface and mean free path, the two results already differ by 0.012 µΩ cm, and by about 0.010 to 0.015 µΩ cm for thicknesses between 4.8 and 5.1 nm as subbands open. If the surface contribution itself is wanted, the correlation function must be stated along with $\Delta$ and $\xi$. If the quantity wanted is a single large-angle transfer with $q\xi\gg1$, the height profile is needed down to atomic distances, and a Gaussian fitted at nanometre scale cannot supply it. The numerical output below lists the main values used here.

## Calculated quantities

```
Lattice constant: 0.361 nm
Film thickness: 10 nm
Correlation length: 1 nm
Rms height: 0.02 nm
Bulk mean free path: 40 nm
Single-layer island coverage giving this rms: 1.243 %
Fermi wave number kF: 13.6 1/nm
Fermi energy, free electrons: 7.051 eV
2kF: 27.207 1/nm
Reversal transfer q in lowest subband: 27.2 1/nm
q*xi: 27.2
Gaussian exponent (q*xi)^2/4: 184.96
S Gaussian at q: 5.925e-84 nm^4
S exponential at q: 1.246e-07 nm^4
Ratio exponential/Gaussian, xi = 1 nm: 2.10e+76
Same ratio, xi = 0.3 nm: 6.1e+04
Same ratio, xi = 0.1 nm: 0.522
Same ratio if Gaussian is exp(-r^2/(2 xi^2)), xi = 1 nm: 2.23e+156
Cusp tail 2 pi rms^2/(xi q^3): 1.249e-07 nm^4
Cusp rounding length: 0.2 nm
S with rounded cusp / S exponential: 0.04327
Corrugated-film gap, numerical/formula: 0.99998
Two-step/one-step intensity, Gaussian: 1.07e+39
Two-step/one-step intensity, exponential: 0.079
Cu(001) surface lattice spacing: 0.2553 nm
Shortest surface reciprocal vector: 24.61 1/nm
Atomic columns, row: S Gaussian: 2.058e-06 nm^4
Atomic columns, row: S exponential: 1.041e-06 nm^4
Atomic columns, row: ratio exp/Gauss: 0.506
Atomic columns, diagonal: S Gaussian: 2.884e-12 nm^4
Atomic columns, diagonal: S exponential: 3.230e-08 nm^4
Atomic columns, diagonal: ratio exp/Gauss: 1.12e+04
Number of occupied subbands: 43
Direct reversal rate, lowest subband, Gaussian: 1.06e-74 1/(s rad)
Direct reversal rate, lowest subband, exponential: 2.24e+02 1/(s rad)
Total surface rate, lowest subband, Gaussian: 2.148e+09 1/s
Total surface rate, lowest subband, exponential: 2.130e+09 1/s
Bulk scattering rate: 3.937e+13 1/s
Share of relaxation from angles > 90 deg, Gaussian: 1.45e-20
Share of relaxation from angles > 90 deg, exponential: 1.57e-01
Film resistivity, smooth walls: 1.672 microohm cm
Film resistivity, Gaussian: 1.676 microohm cm
Film resistivity, exponential: 1.682 microohm cm
Added resistivity, exponential/Gaussian: 2.53
Largest diffuse probability, Gaussian: 0.289
Largest diffuse probability, exponential: 0.26
kF times one atomic layer height: 2.46 rad
kF*rms for a rougher surface of rms 0.3 nm: 4.08
Gaussian S gain if kF is 5% smaller: 6.79e+07 times
Gaussian S change for energy shift kT at 300 K: 1.97 times
Wave-function decay length, 4.5 eV barrier: 0.092 nm
```
